# Why sampled free-electron energies are smooth in volume but kinked in shear

**The decision: can the equation-of-state grid be reused for shear?**

Suppose a k-point grid gives a clean energy–volume curve for a metal, and the shear modulus is wanted next. The smoothness of the volume curve is no evidence that the grid will serve. Free electrons show why, because both exact answers are known: the energy varies as $V^{-2/3}$ under isotropic scaling and does not change at all under volume-conserving shear. Any variation with shear is therefore sampling error.

Consider independent electrons in a constant potential at zero temperature, $Z$ per cell of volume $V$. The cell is simple cubic with side $a$. The grid has $N$ divisions per axis, $N$ even, and is shifted by half a step. It is fixed in reduced coordinates, so its points move with the reciprocal lattice. Each spatial state holds two electrons and has weight $1/N^3$. Energies are per cell.

**The levels form one fine lattice**

One component of a grid point is $(2\pi/a)(j+\tfrac12)/N$, with $j=0,1,\dots,N-1$. Adding a reciprocal-lattice component $(2\pi/a)l$ gives

$$
\frac{2\pi}{a}\left(\frac{2j+1}{2N}+l\right)=\frac{\pi}{Na}(2j+1+2Nl).
$$

The last bracket runs through every odd integer once. The folded bands are thus plane waves with

$$
\mathbf q=\frac{\pi}{Na}(n_x,n_y,n_z),\qquad n_i\ \text{odd}.
$$

With $n^2=n_x^2+n_y^2+n_z^2$, their energies are

$$
\varepsilon_{\mathbf n}=u\,n^2,\qquad u=\frac{\hbar^2\pi^2}{2mN^2a^2}.
$$

There are $ZN^3$ electrons in the $N^3$ cells that the grid represents. The ground state fills the $P=ZN^3/2$ lowest points, and the energy per cell is

$$
E=\frac{2}{N^3}\sum_{\mathbf n\in S}\varepsilon_{\mathbf n},
$$

where $S$ is the occupied set.

**Isotropic scaling: the error is a constant factor**

If all lengths are multiplied by $s$, every $\mathbf q$ is divided by $s$ and every energy by $s^2$. Multiplication by a common positive factor cannot change an order, so $S$ stays the same. Since $V\propto s^3$, it follows that

$$
E_N(V)=c_N V^{-2/3}.
$$

The argument does not use the cubic shape. In a test on a triclinic cell, the same points remained occupied at five different scales.

Differentiation gives the pressure and the bulk modulus:

$$
p=-\frac{dE_N}{dV}=\frac{2E_N}{3V},\qquad
B=V\frac{d^2E_N}{dV^2}=\frac{10E_N}{9V}.
$$

The grid error sits in $c_N$, so energy, pressure and bulk modulus have the same relative error at every volume. For $a=3$ Å and $Z=1$ the exact energy is 2.431 eV, while $N=8$ gives 2.448 eV, which is 0.7% too high. The bulk modulus is 16.14 GPa instead of 16.03 GPa, again 0.7% too high. The curve is smooth, but its smoothness says nothing about the size of $c_N$.

The number of divisions must stay fixed. A rule that fixes the spacing in $\mathbf k$ changes $N$ at certain volumes, and $c_N$ then jumps. For a sense of scale, the energies at $a=3$ Å are 2.350 eV with $N=4$ and 2.448 eV with $N=8$, a difference of 0.098 eV with no physical cause.

**Shear: levels move at different rates**

Now apply the simple shear $x\to x+\gamma y$, which conserves volume. The phase $\mathbf q\cdot\mathbf r$ at a given material point must not change. Writing the new wavevector as $\mathbf q'$, this requires

$$
q'_x(x+\gamma y)+q'_y y=q_xx+q_yy .
$$

Comparing the coefficients of $x$ and $y$ gives $q'_x=q_x$ and $q'_y=q_y-\gamma q_x$. Hence

$$
\varepsilon_{\mathbf n}(\gamma)
=u[n_x^2+(n_y-\gamma n_x)^2+n_z^2]
=u[n^2-2\gamma n_xn_y+\gamma^2n_x^2].
$$

The initial rate $-2un_xn_y$ has either sign, so levels can cross. In reduced coordinates the Fermi surface keeps its place under scaling, because surface and grid change together. Under shear it becomes an ellipsoid that sweeps over groups of grid points at discrete strains.

As long as $S$ does not change, the energy is a parabola. Each level has second derivative $2un_x^2$, so

$$
C\equiv\frac{d^2E_S}{d\gamma^2}
=\frac{4u}{N^3}\sum_{\mathbf n\in S}n_x^2>0 .
$$

The ground-state energy is the lowest of these parabolas, $E(\gamma)=\min_S E_S(\gamma)$. It is continuous, but its slope can change where one parabola replaces another.

Let an occupied level $o$ be replaced by an empty level $i$ at $\gamma_*$, as $\gamma$ increases. The difference $d=\varepsilon_i-\varepsilon_o$ is positive just before $\gamma_*$ and negative just after. It is at most quadratic in $\gamma$, so a change of sign requires a simple root, and $d'(\gamma_*)<0$. The slope therefore drops:

$$
\Delta E'=\frac{2}{N^3}\sum_{\text{swaps}}(\varepsilon'_i-\varepsilon'_o)<0 .
$$

A crossing between two occupied levels, or between two empty ones, leaves the sum unchanged. For $N=12$, the levels with unstrained energy up to $1.6\,\varepsilon_F$, where $\varepsilon_F$ is the exact Fermi energy, cross at 1143 distinct strains in $0<\gamma<0.1$, but the occupied set changes at five of them. Energies from direct sorting of the plane waves passed a test of being quadratic between these five strains.

**A case that can be followed by hand**

Take $N=4$ and $Z=1$, so that $P=32$. The exact Fermi energy is $\varepsilon_F=4.052$ eV. With $k_F=(3\pi^2/V)^{1/3}$ one has $k_Fa=(3\pi^2)^{1/3}=3.094$, and

$$
u=\varepsilon_F\left(\frac{\pi}{Nk_Fa}\right)^2
=4.0516\times(0.25387)^2=0.2611\ \text{eV}.
$$

The eight points $(\pm1,\pm1,\pm1)$ have $n^2=3$. The 24 permutations of $(\pm3,\pm1,\pm1)$ have $n^2=11$. Together they fill two complete shells, with

$$
\sum n^2=8\times3+24\times11=288,\qquad
\sum n_x^2=\frac{288}{3}=96 ,
$$

where the division by three uses cubic symmetry. Thus

$$
E(0)=\frac{2}{64}\times0.2611\times288=2.350\ \text{eV},
$$

$$
C=\frac{4}{64}\times0.2611\times96=1.567\ \text{eV}.
$$

For positive shear, the highest occupied level belongs to $(3,-1,\pm1)$ and the inverse points, with $\varepsilon/u=11+6\gamma+9\gamma^2$. The points $(3,3,\pm1)$ and their inverses have $\varepsilon/u=19-18\gamma+9\gamma^2$. Equating the two gives $8=24\gamma$, or $\gamma_*=1/3$.

No other empty level arrives earlier. Up to this strain the occupied levels do not exceed $14u$. The other points with $n^2=19$ have $n_xn_y\le3$ and stay above $19u-6\gamma u\ge17u$. For the outer shells, $n^2\ge27$, the shear multiplies $|\mathbf q|^2$ by a factor no less than the smaller eigenvalue of the quadratic form in $n_x,n_y$. That eigenvalue is 0.718 at $\gamma=1/3$ and larger before, so these levels stay above $19u$.

At $\gamma_*$ the slope of an outgoing level is $u(6+18\gamma_*)=12u$, and that of an incoming level is $u(-18+18\gamma_*)=-12u$. Four points swap, hence

$$
\Delta E'=\frac{2}{64}\times4\times(-24u)=-3u=-0.783\ \text{eV}.
$$

The slope before the swap is $C\gamma_*=0.522$ eV, and after it $-0.261$ eV. Since the shear stress is $E'/V$, it jumps by $-4.65$ GPa. The energy rises from 2.350 eV at zero strain to 2.437 eV at the kink and then falls to 2.423 eV at $\gamma=0.4$. The exact curve is flat at 2.431 eV.

A fit at small strain would show no irregularity. It would return $C/V=9.30$ GPa, more than half the exact bulk modulus, where the correct shear stiffness is zero. Here the stiffness is the second derivative of the energy along this shear path, given per cell in eV or, after division by $V$, in GPa. The smooth part of the curve is as wrong as the kink.

**Why the kinks are needed**

For a dense grid the occupied region is a sphere at $\gamma=0$. The frozen-occupation stiffness follows from $\varepsilon''=(\hbar^2/m)k_x^2$. Over the sphere, $k_x^2$ averages to one third of $k^2$, so

$$
C\to\frac13\left\langle\frac{\hbar^2k^2}{m}\right\rangle Z=\frac{2E}{3},
$$

where the average is over electrons and $E$ is the exact energy.

The occupations also respond. The energy is even in $\gamma$, since reflection of $y$ reverses the shear, and the Fermi level likewise has no linear change. In a small strain $d\gamma$ a level moves by $\varepsilon'd\gamma$. For each direction on the Fermi surface, the number of states pushed above $\varepsilon_F$ is therefore proportional to $D\varepsilon'd\gamma$, and each takes its slope $\varepsilon'$ out of $E'$. Averaged over the Fermi surface, this contributes to $E''$ the term

$$
-D\left\langle(\varepsilon')^2\right\rangle_F,\qquad
D=\frac{3Z}{2\varepsilon_F},
$$

where $D$ is the density of states at $\varepsilon_F$ for both spins and the average is over the Fermi surface. With $\hat{\mathbf k}$ the unit vector along $\mathbf k$,

$$
\varepsilon'=-\frac{\hbar^2}{m}k_xk_y=-2\varepsilon_F\hat k_x\hat k_y .
$$

To find the average, square $\hat k_x^2+\hat k_y^2+\hat k_z^2=1$ and average over directions. This gives $3\langle\hat k_x^4\rangle+6\langle\hat k_x^2\hat k_y^2\rangle=1$. As $\langle\hat k_x^4\rangle=1/5$, the mixed average is $1/15$. The Fermi-surface term becomes

$$
-\frac{3Z}{2\varepsilon_F}\,\frac{4\varepsilon_F^2}{15}
=-\frac25Z\varepsilon_F=-\frac{2E}{3},
$$

because $E=\tfrac35Z\varepsilon_F$. In the example the two terms are $+1.621$ and $-1.621$ eV, and the total stiffness vanishes.

On a finite grid the first term acts at every strain, while the second arrives in discrete slope drops. For $N=32$ the frozen curvature is 1.622 eV. The slope drops accumulated over $0<\gamma<0.45$ amount to about $-1.62$ eV per unit strain. A finer grid does not remove the spurious curvature between kinks. It makes the compensation more frequent.

The size of one drop can be estimated. Inversion and reflection of $z$ group the points in fours, and at the Fermi energy $|\varepsilon'|\le\varepsilon_F$. One exchanged group thus lowers the slope by at most about $16\varepsilon_F/N^3$. This is 0.038 eV for $N=12$, where the largest drop found for $0<\gamma<0.1$ is 0.027 eV. Since the mean rate of compensation tends to a fixed value, the number of exchanged groups per unit strain must grow at least as $N^3$.

**An open shell puts a kink at zero strain**

For $N=8$ and $Z=1$, 256 points are filled. Complete shells take 208 of them, and the remaining 48 must go into the 72 points with $n^2=59$. Isotropic scaling leaves this degeneracy intact, but shear splits it linearly.

For small positive $\gamma$ the points with the largest $n_xn_y$ are filled first. The positive products are 25 for 4 points, and 21, 15, 7 and 3 for 8 points each. That accounts for 36 points. The other 12 have product $-3$ (8 points) and $-7$ (4 points). The sum over the filled part is

$$
100+168+120+56+24-24-28=416 .
$$

The complete shells contribute no slope, by symmetry. With $u=0.2611/4=0.0653$ eV,

$$
E'(0^+)=\frac{2}{512}\times(-2\times416)\,u=-0.212\ \text{eV}.
$$

The slope at $0^-$ is $+0.212$ eV, so the unstrained crystal sits at the tip of a sharp energy maximum, a cusp. A parabola through zero strain has no meaning here, however small the strains.

This explains why $N=8$ does worse than $N=4$ at small shear, although its total energy is better. For strains up to 0.1 the energy spreads over 13.5 meV with $N=8$ and over 7.8 meV with $N=4$. The cusp alone lowers the energy by $0.212\times0.1=0.0212$ eV. Of the points with product $-7$, those with $|n_x|=1$ are filled, because their term $\gamma^2n_x^2$ is smaller. The sum $\sum n_x^2$ is then 2256 from the complete shells and 752 from the open one, 3008 in all, so $C=1.53$ eV. This curvature returns $\tfrac12C(0.1)^2=0.0077$ eV, which leaves 0.0135 eV.

**When volume curves have kinks too**

The smooth volume curve rests on a common scaling of all levels. A periodic potential of fixed strength removes that condition: kinetic energies fall as $a^{-2}$, while the potential does not.

A divalent model crystal with potential $2U[\cos(2\pi x/a)+\cos(2\pi y/a)+\cos(2\pi z/a)]$, $U=1$ eV and $N=6$ shows the effect. At $a=2.5$ Å, 24 occupied points belong to higher bands, which overlap the lowest band in energy. At 6 Å there are none: all grid points of the lowest band are filled, and they lie below every point of the higher bands. When the last of these points empty, at $a=3.951$ Å, $dE/da$ drops from $-3.084$ to $-3.178$ eV/Å. A smooth volume curve is thus guaranteed for free electrons, while in a real metal with sharp occupations it requires that no occupied level crosses an empty one.

**What to do in a calculation**

*Keep the reduced grid fixed along a volume curve, and converge its density separately.* Smoothness does not measure the error in $c_N$.

*For shear, compare occupations between strains.* If none change in a metal with sharp occupations, the fitted stiffness contains the frozen term without its Fermi-surface compensation; in an insulator, fixed occupations are correct. If a few change, the fit depends on where the kinks fall. Reducing the strain step at fixed $N$ does not help, for a reason that depends on the shell. If the shell is closed at zero strain, the step eventually fits between two kinks and the fit returns the frozen stiffness. If it is open, a fit through zero strain always spans the cusp, and the fitted curvature grows in magnitude without limit as the step shrinks.

*Converge the grid at a fixed strain range.* In a three-point fit at strains $0$ and $\pm\gamma$, an energy error $\delta$ at $\pm\gamma$, measured relative to zero strain, changes the curvature by $2\delta/\gamma^2$. The spread up to $\gamma=0.1$ is an upper limit for $|\delta|$ at that strain. After division by $V$, the error in the stiffness is therefore at most about 16 GPa for $N=8$, 2.7 GPa for $N=16$ and 0.14 GPa for $N=32$. The corresponding spreads are 13.5, 2.3 and 0.12 meV. The decrease is not monotone: $N=14$ has a smaller spread than $N=16$, and $N=34$ a smaller one than $N=36$, and the sign of the error changes between grids. Several grids must be compared. These figures belong to the free-electron model; in a real metal the size of the error depends on how the levels at its Fermi surface move with strain.

*Use smearing wide enough to cover several levels.* With Fermi–Dirac occupations $f$, the quantity to differentiate is the free energy $F$, which includes the entropy term. At fixed electron number $F'=(2/N^3)\sum f\varepsilon'$, and at $\gamma=0$

$$
F''=\frac{2}{N^3}\sum_{\mathbf n}\left[f\varepsilon''+\frac{\partial f}{\partial\varepsilon}(\varepsilon')^2\right].
$$

The second term is the missing compensation, now present at every strain. If the width is far below the level spacing and no level lies at the Fermi energy, this term vanishes and the frozen stiffness returns. If an open shell lies at the Fermi energy, $\partial f/\partial\varepsilon$ grows as the inverse of the width, and the term overcompensates: the cusp is only rounded, and $F''$ is large and negative. A width held fixed in energy also changes the occupations under isotropic scaling, so the pure $V^{-2/3}$ law no longer holds. The curve remains smooth, but the width becomes a second parameter to converge.

The computed values come from the check's output, and the others follow from them by arithmetic.

## Table of computed values

```
cell side a = 3.0 Angstrom, Z = 1
exact Fermi energy = 4.0516 eV
exact energy per cell = 2.4310 eV
exact bulk modulus 10E/9V = 16.03 GPa
N=8 bulk modulus by differences = 16.14 GPa
N=8 E at V/V0=0.9: 2.62625 eV
N=8 E at V/V0=1.0: 2.44811 eV
N=8 E at V/V0=1.1: 2.29740 eV
N=4 level unit u = 0.26113 eV
N=4 occupied sums: n^2 288, n_x^2 96
N=4 frozen curvature C = 1.5668 eV
N=4 spurious shear modulus C/V = 9.30 GPa (true: 0)
N=4 E at g=0.0000: 2.35019 eV
N=4 E at g=0.1000: 2.35802 eV
N=4 E at g=0.2000: 2.38152 eV
N=4 E at g=0.3000: 2.42069 eV
N=4 E at g=0.3333: 2.43723 eV
N=4 E at g=0.4000: 2.42331 eV
N=4 first kink at g = 0.333333
N=4 slope before 0.5223 eV, after -0.2611 eV
N=4 slope jump from levels = -0.7834 eV
N=8 top shell n^2=59: 48 of 72 points full
N=8 slopes at g=0: left 0.2122 eV, right -0.2122 eV
N=12, 0<g<0.1: strains with level crossings = 1143
N=12, 0<g<0.1: kinks = 5, first at g = 0.04668
N=12 largest slope jump -0.0269 eV at g = 0.08000
exact frozen stiffness 2E/3 = 1.6206 eV
exact Fermi-surface term = -1.6206 eV
N=32 frozen curvature = 1.6220 eV
N=32 slope drops per unit strain, 0<g<0.45 = -1.6212 eV
N=4: E(0)/E_exact = 0.96677, spread for g<=0.1 = 7.834 meV
N=8: E(0)/E_exact = 1.00705, spread for g<=0.1 = 13.546 meV
N=16: E(0)/E_exact = 1.00118, spread for g<=0.1 = 2.265 meV
N=32: E(0)/E_exact = 1.00004, spread for g<=0.1 = 0.120 meV
cosine crystal U=1.0 eV, Z=2, N=6: filled upper-band points
  a=2.5 Angstrom: 24; a=6.0 Angstrom: 0
cosine crystal: kink at a = 3.9507 Angstrom
  dE/da before -3.0842, after -3.1777 eV/Angstrom
```
